# Zero-bias conductance of a single-channel normal–superconductor junction, derived twice, part 1

(Sections cited here and not found follow in the second part.)

## First half: matching electron and hole scattering amplitudes

A model wire with one conducting mode contains a barrier that transmits a fraction 0.7955 of the electrons at the Fermi level. With normal conductor on both sides the conductance is 61.64 µS. Let the far side become superconducting, with an energy gap that no single electron at the Fermi level can enter. One might expect the current to stop, but the formula derived below gives 67.59 µS, which is more than before. If the barrier transmits one half, the same change lowers the conductance to 0.444 of its normal value. If there is no barrier, the conductance doubles. One function of the transmission covers all three cases.

**The statement.** Let $T$ be the transmission probability at the Fermi level when the whole structure is normal. At zero temperature and vanishing bias,

$$G_{NS}=\frac{4e^2}{h}\,\frac{T^2}{(2-T)^2}. \tag{1}$$

The mode is spin-degenerate, the scattering is elastic and independent of spin, and the superconductor has s-wave pairing with a hard gap $\Delta$ and a uniform phase. The gap is small compared with the Fermi energy $\mu$. Charging effects are left out.

**The normal scatterer.** The lead occupies $x<0$, the scatterer $0<x<x_S$, and the superconductor $x>x_S$. Energies $E$ are counted from the Fermi level. Wave amplitudes are normalised to unit particle flux, so that their squared moduli are probabilities. A wave of amplitude $a$ arriving from the lead and a wave of amplitude $b$ arriving from the other side produce the outgoing amplitudes $ra+t'b$ in the lead and $ta+r'b$ on the far side. Thus

$$S=\begin{pmatrix} r&t'\\ t&r'\end{pmatrix},\qquad S^\dagger S=SS^\dagger=1 .$$

The first column gives $|r|^2+|t|^2=1$, and the first row gives $|r|^2+|t'|^2=1$. Hence $|t|^2=|t'|^2=T$. The second column then gives $|r'|^2=1-T$, the same as $|r|^2$, and this common value is called $R$. The off-diagonal element of $SS^\dagger=1$ reads

$$r\,t^*+t'\,r'^*=0. \tag{2}$$

These relations need no symmetry of $S$. If the band bottom in the superconducting section differs from that in the lead, the resulting step reflects electrons too. One can imagine a normal layer of vanishing thickness on the superconductor's side of the step. The step then belongs to the scatterer, and its reflection is counted in $T$.

**Holes.** Let $H_0$ be the one-electron Hamiltonian minus $\mu$. The Bogoliubov–de Gennes equations for the electron part $u$ and the hole part $v$ of an excitation are

$$H_0u+\Delta e^{i\varphi}v=Eu,\qquad \Delta e^{-i\varphi}u-H_0^*v=Ev. \tag{3}$$

Where $\Delta=0$, the second equation is $H_0^*v=-Ev$. Its complex conjugate, $H_0v^*=-Ev^*$, says that $v^*$ is an electron wave at energy $-E$.

Conjugation does not exchange incoming and outgoing waves. With $c=\hbar^2/2m$, a hole of wave number $k$ has energy $E=\mu-ck^2$ and therefore velocity $-2ck/\hbar$. The wave $e^{ikx}$, which moves to the right as an electron, becomes $e^{-ikx}$ under conjugation, and as a hole this also moves to the right. The incoming and outgoing hole amplitudes are therefore conjugates of incoming and outgoing electron amplitudes at $-E$, so that

$$S_h(E)=S(-E)^* . \tag{4}$$

**Reflection at the superconductor.** Inside the superconductor let $\mu_S$ be the Fermi energy above the local band bottom, $k_S$ the Fermi wave number and $v_S$ the Fermi velocity. For a wave $e^{iqx}(u_0,v_0)$ with $\xi=cq^2-\mu_S$, equations (3) become

$$(E-\xi)u_0=\Delta e^{i\varphi}v_0,\qquad (E+\xi)v_0=\Delta e^{-i\varphi}u_0 .$$

Multiplying the two equations gives $E^2-\xi^2=\Delta^2$. For $|E|<\Delta$ this means $\xi=\pm i\Omega$ with $\Omega=\sqrt{\Delta^2-E^2}$. The wave must decay to the right, which requires $\mathrm{Im}\,q>0$. Near $q=+k_S$ we have $\xi\approx\hbar v_S(q-k_S)$, so the decaying wave has $\xi=+i\Omega$. Near $q=-k_S$ we have $\xi\approx-\hbar v_S(q+k_S)$, so the decaying wave has $\xi=-i\Omega$.

Put $E=\Delta\cos\theta$ with $0<\theta<\pi$, so that $\Omega=\Delta\sin\theta$, and define $\alpha=e^{-i\theta}$. The first of the two equations above then gives

$$\frac{v_0}{u_0}=e^{-i\varphi}\frac{E-\xi}{\Delta}=\begin{cases}\alpha e^{-i\varphi}, & q\approx +k_S,\\ \alpha^{-1}e^{-i\varphi}, & q\approx -k_S.\end{cases}$$

Consider an electron arriving at $x_S$ as $e^{ik_Sx}$. A hole that leaves toward the lead also has the form $e^{ik_Sx}$. Both can join the decaying wave near $+k_S$. Continuity of $u$ and $v$ fixes the ratio of hole to electron as $\alpha e^{-i\varphi}$. The derivatives also match, since the wave numbers on the two sides differ by a relative amount of order $\Delta/\mu_S$. Neglecting that amount is the Andreev approximation, and no reflected electron wave is needed at this order. An arriving hole $e^{-ik_Sx}$ likewise joins the wave near $-k_S$ and returns as an electron with amplitude $u_0/v_0=\alpha e^{i\varphi}$.

In both cases the reflection probability is one, and the particle changes its type. At $E=0$ we have $\theta=\pi/2$ and $\alpha=-i$.

**Matching the two regions.** Let an electron of unit amplitude arrive from the lead. Between scatterer and superconductor there are four amplitudes: $a_+$ and $a_-$ for electrons moving toward and away from the superconductor, and $b_+$ and $b_-$ for holes in the same sense. They obey

$$\begin{aligned}
a_+&=t(E)+r'(E)\,a_-, & b_-&=\alpha e^{-i\varphi}a_+,\\
b_+&=r'(-E)^*\,b_-, & a_-&=\alpha e^{i\varphi}b_+ .
\end{aligned}$$

Substituting the last three relations into one another gives $a_-=\alpha^2r'(-E)^*a_+$, where the pair phase has cancelled. The first relation then becomes

$$a_+=\frac{t(E)}{1-\alpha^2r'(-E)^*r'(E)} .$$

The hole that escapes into the lead has amplitude $t'(-E)^*b_-$, so

$$r_{he}=\frac{\alpha e^{-i\varphi}\,t'(-E)^*\,t(E)}{1-\alpha^2r'(-E)^*r'(E)} . \tag{5}$$

The escaping electron has amplitude

$$r_{ee}=r(E)+t'(E)a_-=r(E)+\frac{\alpha^2t'(E)\,r'(-E)^*\,t(E)}{1-\alpha^2r'(-E)^*r'(E)} .$$

**Zero energy.** At $E=0$ the two reflection amplitudes in the denominator are conjugates of each other, and $\alpha^2=-1$. The denominator is $1+|r'|^2=1+R=2-T$. Therefore

$$r_{he}=-ie^{-i\varphi}\frac{t'^*t}{1+R},\qquad R_{he}=|r_{he}|^2=\frac{T^2}{(2-T)^2}. \tag{6}$$

The numerator contains $T^2$ because the electron must cross the scatterer and the hole must cross back. The denominator comes from repeated loops between scatterer and superconductor. Each loop consists of two Andreev reflections and two reflections from the scatterer. The phases of the latter cancel between electron and hole, and the former leave a minus sign. The amplitudes of successive returns therefore form the series $1-R+R^2-\dots=1/(1+R)$.

Adding the probabilities of these loops instead of their amplitudes would give

$$T^2(1+R^2+R^4+\dots)=\frac{T^2}{1-R^2}=\frac{T}{2-T}.$$

For $T=1/2$ this is $1/3$, whereas the coherent value is $1/9$. A current based on the incoherent sum would never fall below the normal one, because $2T/(2-T)\ge T$. The reduction below the normal conductance at small $T$ is thus an interference effect.

The amplitude for ordinary reflection provides a check. Equation (2) gives $t'r'^*=-rt^*$, so

$$r_{ee}=r-\frac{t'r'^*t}{1+R}=r+\frac{rT}{1+R}=\frac{r(1+R+T)}{1+R}=\frac{2r}{1+R}.$$

Consequently

$$R_{ee}+R_{he}=\frac{4R+(1-R)^2}{(1+R)^2}=1 .$$

This is conservation of excitations: none can travel deep into the superconductor at this energy.

**From probabilities to conductance.** Let $e>0$ be the elementary charge, and count as positive a flow of electrons toward the superconductor. A voltage $V$ raises the filled electron levels of the lead by $eV$. At zero temperature this adds incoming electron excitations with $0<E<eV$, for each of the two spins, and no incoming holes.

One mode delivers $dE/h$ particles per unit time in the energy interval $dE$, since the velocity cancels the one-dimensional density of states. Each incoming electron contributes $+1$ to the current. A reflected electron contributes $-1$. A reflected hole contributes $+1$, because opposite charge moves in the opposite direction. Thus

$$I=\frac{2e}{h}\int_0^{eV}(1-R_{ee}+R_{he})\,dE . \tag{7}$$

There is no further contribution, because the junction carries no current in equilibrium. Differentiating at $V=0$ and using $1-R_{ee}=R_{he}$ gives $G_{NS}=(4e^2/h)R_{he}$. With (6) this is (1). The factor 4 consists of two spins and two units of charge per Andreev reflection.

The missing charge can be followed inside the superconductor. For real $H_0$ and $\varphi=0$, equations (3) give $\mathrm{Im}(u^*u'')=\mathrm{Im}(v^*v'')=(\Delta/c)\,\mathrm{Im}(u^*v)$, where primes on $u$ and $v$ denote derivatives. The charge flux of the excitation is proportional to $\mathrm{Im}(u^*u'+v^*v')$ and changes at the rate $(2\Delta/c)\,\mathrm{Im}(u^*v)$. For the decaying wave near $+k_S$ at zero energy, $v=-iu$, and this rate is $-2\Delta|u|^2/c$. The charge flux of the excitation fades with depth, and by conservation of charge the condensate of pairs carries the current onward.

**Limits.** At $T=1$ equation (1) gives $4e^2/h$, twice the normal value $2e^2/h$. For small $T$ it gives $(e^2/h)T^2$. The double crossing alone does not fix this power, since the incoherent sum above gives a hole probability of about $T/2$; the $T^2$ law also needs the destructive interference of the loops at zero energy. The conductance equals its normal value $(2e^2/h)T$ when

$$2T=(2-T)^2,\qquad T^2-6T+4=0,\qquad T=3-\sqrt5=0.7639 ,$$

the other root being larger than one. A direct numerical matching of $u$, $v$ and their derivatives, made without the Andreev approximation, tests the law. It used barriers 12 meV high of adjusted width, with $\mu=10$ meV and $\Delta/\mu=10^{-6}$:

| $T$ | $R_{he}$, direct | $R_{he}$, (6) | $G_{NS}/G_N$ |
|---|---|---|---|
| 0.1000 | 0.00277 | 0.00277 | 0.0554 |
| 0.5000 | 0.11111 | 0.11111 | 0.4444 |
| 0.7639 | 0.38197 | 0.38197 | 1.0000 |
| 0.9000 | 0.66942 | 0.66942 | 1.4876 |
| 1.0000 | 1.00000 | 1.00000 | 2.0000 |

Perfect transparency does not require the absence of barriers. Two equal barriers, each with transmission 0.7955, transmit everything when separated by 15.31 nm in this model. The direct calculation then gives $R_{he}=1.000000$. What counts is the transmission of the whole normal structure.

**The barrier of the example.** The opening numbers belong to a barrier of height 12 meV and width $d=10$ nm, with $\mu=10$ meV and effective mass $0.026\,m_e$. The wave number is $k=0.08261$ nm⁻¹ outside the barrier, and the decay constant inside is $\kappa=0.03694$ nm⁻¹.

Let $\tau$ be the transmitted amplitude at the right edge, where the wave has value $\tau$ and derivative $ik\tau$. Continuing this wave through the barrier to the left edge, and equating it there to an incident wave plus a reflected wave of amplitude $r$, gives

$$\begin{aligned}
1+r&=\tau\left(\cosh\kappa d-\frac{ik}{\kappa}\sinh\kappa d\right),\\
1-r&=\tau\left(\cosh\kappa d+\frac{i\kappa}{k}\sinh\kappa d\right).
\end{aligned}$$

Half the sum and half the difference are

$$\frac1\tau=\cosh\kappa d+i\,\frac{\kappa^2-k^2}{2k\kappa}\sinh\kappa d,\qquad
r=-i\,\frac{k^2+\kappa^2}{2k\kappa}\sinh(\kappa d)\,\tau . \tag{8}$$

Here $\sinh\kappa d=0.3779$ and $(k^2+\kappa^2)/2k\kappa=1.342$. Hence $R/T=(1.342\times0.3779)^2=0.257$, and $T=1/1.257=0.7955$. Equation (6) gives

$$R_{he}=\left(\frac{0.7955}{1.2045}\right)^2=0.4362 .$$

With $2e^2/h=77.481$ µS, the normal conductance is $77.481\times0.7955=61.64$ µS. The superconducting one is $154.962\times0.4362=67.59$ µS. The ratio is 1.097, above one because $T$ lies slightly above the crossing value 0.7639.

## Second half: an absorbing potential at zero energy, and a comparison

The symbols are those of the first half. $H_0$ is the one-electron Hamiltonian minus the Fermi energy $\mu$, with $c=\hbar^2/2m$ and lead wave number $k$. The normal structure has reflection amplitude $r$ from the lead side and $r'$ from the superconductor side, transmission $T$ and reflection $R=1-T$. An incoming electron returns as an electron with amplitude $r_{ee}$ or as a hole with amplitude $r_{he}$. From the first half we take the current formula $G_{NS}=(4e^2/h)|r_{he}|^2$, valid below the gap, and the unitarity relation $rt^*=-t'r'^*$. The hole amplitude will now be found by a different route, without following loops between two reflectors.

**Decoupling the equations.** Set $E=0$, and let $H_0=-c\,d^2/dx^2+U(x)-\mu$ with real $U$. The gap may be any function $\Delta(x)\ge0$ that vanishes in the lead and tends to a positive constant deep in the superconductor. A uniform pair phase can be removed by multiplying $u$ and $v$ by opposite constant phases. The Bogoliubov–de Gennes equations are then

$$H_0u=-\Delta v,\qquad H_0v=\Delta u .$$

Form the combinations $f=u+iv$ and $g=u-iv$. Then

$$\begin{aligned}
H_0f&=-\Delta v+i\Delta u=i\Delta(u+iv)=i\Delta f,\\
H_0g&=-\Delta v-i\Delta u=-i\Delta(u-iv)=-i\Delta g .
\end{aligned} \tag{9}$$

Two coupled equations have become two separate ones. The function $f$ obeys an ordinary Schrödinger equation at the Fermi level with the complex potential $U-i\Delta$. To see what the imaginary part does, write the equation as $cf''=(U-\mu-i\Delta)f$, multiply by $f^*$ and take the imaginary part:

$$\frac{d}{dx}\,\mathrm{Im}(f^*f')=\mathrm{Im}(f^*f'')=-\frac{\Delta}{c}|f|^2 .$$

The flux decreases toward the right, so for $f$ the superconductor is an absorber. For $g$ the imaginary part has the opposite sign.

**Reflection from the absorber.** Up to a constant factor there is one solution $f$ that decays deep in the superconductor. In the lead it has the form $Ae^{ikx}+Be^{-ikx}$. Let $\rho=B/A$ and $P=|\rho|^2$. The flux in the lead is $k(|A|^2-|B|^2)$. It must equal the total absorption, which is positive, so $P<1$.

Since $H_0$ is real, the conjugate of the first equation in (9) is $H_0f^*=-i\Delta f^*$. This is the equation for $g$, and $f^*$ decays as required. Hence $g$ is proportional to $f^*$, which in the lead is $A^*e^{-ikx}+B^*e^{ikx}$. The ratio of its coefficient of $e^{-ikx}$ to that of $e^{ikx}$ is $A^*/B^*=1/\rho^*$.

Matching electron and hole amplitudes has given the conductance law (1). In the second derivation, the zero-energy equations have separated into one for $f$, which the superconductor absorbs, and one for $g$, with lead coefficient ratios $\rho$ and $1/\rho^*$; it remains to find the hole amplitude from these ratios, relate $P$ to the normal reflection $R$, and examine corrections and the assumptions of both derivations.
